**Rank and determinant of a four-detector photopolarimeter**

The program studies the matrix $A$ that links four photocurrents to the input Stokes vector, $I=AS$. It obtains $A$ by tracing electric fields in three dimensions, with reflection and absorption found from boundary matching. It asserts that isotropic detectors give rank 2 when the turns $\alpha_1,\alpha_2$ between successive planes of incidence are 0° or 90°, and rank 3 in the tested cases with one effective turn or with a second detector that has no retardance. It also asserts that $\det A$ agrees with the closed formula, which contains $\sin\Delta_1\sin2\alpha_1\sin2\alpha_2$, for the worked example and for twelve random sets of absorbing coatings; $\Delta_1$ is the retardance of the second detector. For oxide-coated silicon at 632.8 nm with both turns at 45°, the output gives $\det A=1.854\times10^{-5}$ (A/W)$^4$ and a condition number of 32. The condition number rises to 872 for turns of 1°, and the program asserts its inverse proportionality to the turn angle between 0.1° and 0.01°. Further output sizes the effects of coating thickness, temperature, alignment, gain drift and shot noise.

## Numerical check

```python
"""Four-detector photopolarimeter: currents I = A S for a Stokes vector S.

Result under test: with isotropic detectors and one plane of incidence, A has
rank 2 (blind to S2 and S3). With planes turned by alpha1 and alpha2,
 det A = K*T3*prod_k[(Ts_k*Rp_k - Tp_k*Rs_k)/2] * Rp_0*Rs_0*sqrt(Rp_1*Rs_1)
         * sin(Delta_1)*sin(2*alpha1)*sin(2*alpha2),   k = 0, 1, 2.
R: reflectance, T: fraction absorbed in the silicon, p/s: polarization,
Delta = arg(rp/rs), K: product of the responsivities, T3: last detector.
Conventions: exp(-i w t), index n + i k, (p, s, k) right-handed,
S1 = |Ep|^2 - |Es|^2, S2 + i S3 = 2 conj(Ep) Es.
A is measured by tracing electric field vectors in three dimensions.
"""
import numpy as np
from scipy import constants as const

WAVELENGTH = 632.8                       # nm
N_SI, N_OXIDE = 3.88 + 0.02j, 1.46       # rough typical values
OXIDE = 50.0                             # nm, on the reflecting detectors
THETA = 70.0                             # degrees
QUARTER = WAVELENGTH / (4 * N_OXIDE)     # nm, oxide on the last detector
RESP = const.e * WAVELENGTH * 1e-9 / (const.h * const.c)   # A/W, one e per photon
X_AXIS, Z_AXIS = np.array([1.0, 0, 0]), np.array([0, 0, 1.0])


def normal_wavevectors(cos_theta, stack):
    """Permittivities and normal wavevector components in air, film, substrate."""
    eps = np.array([1.0, stack[0]**2, stack[2]**2], dtype=complex)
    q = 2 * np.pi / WAVELENGTH * np.sqrt(eps - (1 - cos_theta**2))
    return eps, q


def boundary_matching(cos_theta, stack):
    """rs, rp, Ts, Tp from continuity of the tangential fields."""
    eps, q = normal_wavevectors(cos_theta, stack)
    phase = np.exp(1j * q[1] * stack[1])
    r, t = [], []
    for y in (q, q / eps):
        system = np.array([[-1, 1, phase, 0],
                           [y[0], y[1], -y[1] * phase, 0],
                           [0, phase, 1, -1],
                           [0, y[1] * phase, -y[1], -y[2]]])
        sol = np.linalg.solve(system, np.array([1, y[0], 0, 0], dtype=complex))
        r.append(sol[0])
        t.append(y[2].real / y[0].real * abs(sol[3])**2)
    return r[0], r[1], t[0], t[1]


def film_formula(cos_theta, stack):
    """rs, rp from summed multiple reflections; Ts, Tp from energy balance."""
    eps, q = normal_wavevectors(cos_theta, stack)
    r = []
    for y in (q, q / eps):
        r01 = (y[0] - y[1]) / (y[0] + y[1])
        r12 = (y[1] - y[2]) / (y[1] + y[2])
        loop = np.exp(2j * q[1] * stack[1])
        r.append((r01 + r12 * loop) / (1 + r01 * r12 * loop))
    return r[0], r[1], 1 - abs(r[0])**2, 1 - abs(r[1])**2


def surface_normals(thetas, turns):
    """Detector normals; each plane of incidence is turned from the one before."""
    k, p, normals = Z_AXIS, X_AXIS, []
    for theta, turn in zip(np.radians(thetas), np.radians(turns)):
        p = np.cos(turn) * p + np.sin(turn) * np.cross(k, p)
        s = np.cross(k, p)
        n = -np.cos(theta) * k + np.sin(theta) * p
        normals.append(n)
        k = k - 2 * (k @ n) * n
        p = np.cross(s, k)
    return normals


def trace_currents(jones, normals, stacks, k=Z_AXIS, p=X_AXIS):
    """Currents (A per W of input) from the field followed through space."""
    field = jones[0] * p + jones[1] * np.cross(k, p)
    currents = []
    for n, stack in zip(normals, stacks):
        s = np.cross(k, n)
        if np.linalg.norm(s) < 1e-9:     # normal incidence: any s will do
            s = np.cross(k, np.array([0.3, 0.5, 0.7]))
        s = s / np.linalg.norm(s)
        ep, es = field @ np.cross(s, k), field @ s
        rs, rp, ts, tp = boundary_matching(-(k @ n), stack)
        currents.append(RESP * (ts * abs(es)**2 + tp * abs(ep)**2))
        k = k - 2 * (k @ n) * n
        field = rp * ep * np.cross(s, k) + rs * es * s
    return np.array(currents)


def measured_matrix(normals, stacks, k=Z_AXIS, p=X_AXIS):
    """Instrument matrix from six input polarizations."""
    h = np.sqrt(0.5)
    states = [(1, 0), (0, 1), (h, h), (h, -h), (h, 1j * h), (h, -1j * h)]
    c = [trace_currents(st, normals, stacks, k, p) for st in states]
    return np.column_stack([c[0] + c[1], c[0] - c[1], c[2] - c[3], c[4] - c[5]]) / 2


def det_formula(optics, t_last, turn1, turn2):
    value = RESP**4 * t_last
    for rs, rp, ts, tp in optics:
        value *= (ts * abs(rp)**2 - tp * abs(rs)**2) / 2
    (rs0, rp0), (rs1, rp1) = optics[0][:2], optics[1][:2]
    value *= abs(rp0 * rs0)**2 * abs(rp1 * rs1) * np.sin(np.angle(rp1 / rs1))
    return value * np.sin(2 * np.radians(turn1)) * np.sin(2 * np.radians(turn2))


COATED = (N_OXIDE, OXIDE, N_SI)
LAST = (N_OXIDE, QUARTER, N_SI)
STACKS = [COATED] * 3 + [LAST]
ANGLES = [THETA, THETA, THETA, 0.0]


def device(turn1, turn2, stacks=STACKS, angles=ANGLES):
    return measured_matrix(surface_normals(angles, [0, turn1, turn2, 0]), stacks)


def rank(matrix):
    return np.linalg.matrix_rank(matrix, tol=1e-10)


# Thin-film optics: two roads, and energy balance
cos_t = np.cos(np.radians(THETA))
optics = film_formula(cos_t, COATED)
assert np.allclose(optics, boundary_matching(cos_t, COATED), atol=1e-11)
rs, rp, ts, tp = optics
delta = np.angle(rp / rs)
t_last = film_formula(1.0, LAST)[2]

# One plane of incidence, also with right-angle turns and a tilted last detector
flat = device(0, 0)
for pair in ((0, 0), (90, 0), (0, 90), (90, 90)):
    for last_angle in (0.0, 30.0):
        trial = device(*pair, angles=[50, 70, 60, last_angle])
        assert np.max(abs(trial[:, 2:])) < 1e-12 and rank(trial) == 2

# Determinant for the example and for random absorbing coatings
turned = device(45, 45)
det_trace = np.linalg.det(turned)
det_closed = det_formula([optics] * 3, t_last, 45, 45)
assert np.isclose(det_trace, det_closed, rtol=1e-8, atol=0)
assert rank(turned) == 4
rng = np.random.default_rng(4)
for _ in range(12):
    thetas = rng.uniform(40, 75, 3)
    turn1, turn2 = rng.uniform(10, 80, 2)
    films = [(rng.uniform(1.4, 2.3) + 1j * rng.uniform(0.02, 0.3),
              rng.uniform(20, 150), N_SI) for _ in range(3)]
    opt = [boundary_matching(np.cos(np.radians(a)), f) for a, f in zip(thetas, films)]
    found = np.linalg.det(device(turn1, turn2, films + [LAST], [*thetas, 0.0]))
    assert np.isclose(found, det_formula(opt, t_last, turn1, turn2),
                      rtol=1e-7, atol=1e-15)

# One turn only: rank 3, with a predicted invisible Stokes direction
for pair, phase in (((40, 0), delta), ((0, 40), 2 * delta)):
    partial = device(*pair)
    blind = np.array([0, 0, -np.sin(phase), np.cos(phase)])
    assert rank(partial) == 3 and np.max(abs(partial @ blind)) < 1e-12

# Turned planes, but a second detector without retardance
no_retarder = device(45, 45, [COATED, (1.0, 0.0, N_SI.real), COATED, LAST])
assert rank(no_retarder) == 3
bare_si = (1.0, 0.0, N_SI)
bare_rs, bare_rp = film_formula(cos_t, bare_si)[:2]
bare = device(45, 45, [COATED, bare_si, COATED, LAST])

# Conditioning for small turns
cond = {a: np.linalg.cond(device(a, a)) for a in (45, 10, 1, 0.1, 0.01)}
assert abs(cond[0.01] / cond[0.1] / 10 - 1) < 0.02   # leading-order law

# Two states that differ only in the signs of S2 and S3
state = np.array([1, 0.48, 0.60, 0.64])
twin = state * np.array([1, 1, -1, -1])


def jones_of(stokes):
    ep = np.sqrt((1 + stokes[1]) / 2)
    return ep, (stokes[2] + 1j * stokes[3]) / (2 * ep)


normals = surface_normals(ANGLES, [0, 45, 45, 0])
flat_normals = surface_normals(ANGLES, [0, 0, 0, 0])
cur, cur_twin = [trace_currents(jones_of(v), normals, STACKS) for v in (state, twin)]
cur_flat, cur_flat_twin = [trace_currents(jones_of(v), flat_normals, STACKS)
                           for v in (state, twin)]
recovered = np.linalg.solve(turned, cur)
assert np.allclose(recovered, state, atol=1e-10)
assert np.allclose(cur_flat, cur_flat_twin, atol=1e-13)
assert np.max(abs(cur - cur_twin)) > 1e-3

# Neglected effects: largest error of (S1,S2,S3)/S0 over pure input states
j = np.arange(500) + 0.5
height, around = 1 - 2 * j / 500, np.pi * (1 + np.sqrt(5)) * j
rim = np.sqrt(1 - height**2)
sphere = np.array([np.ones(500), rim * np.cos(around), rim * np.sin(around), height])


def stokes_error(actual):
    out = np.linalg.solve(turned, actual @ sphere)
    return np.max(np.linalg.norm(out[1:] / out[0] - sphere[1:], axis=0))


thicker = device(45, 45, [(N_OXIDE, OXIDE + 1, N_SI)] * 3 + [LAST])
hot_si = N_SI + 4e-4 * 10                # rough index slope per K, times 10 K
warm = device(45, 45, [(N_OXIDE, OXIDE, hot_si)] * 3 + [(N_OXIDE, QUARTER, hot_si)])
tilt = np.radians(0.1)
tilted_beam = measured_matrix(normals, STACKS,
                              np.array([np.sin(tilt), 0, np.cos(tilt)]),
                              np.array([np.cos(tilt), 0, -np.sin(tilt)]))
gain = np.diag([1, 1.001, 1, 1]) @ turned
tilted_last = device(45, 45, angles=[THETA, THETA, THETA, 5.0])

POWER, BAND, LOAD, LEAK, TEMP = 1e-3, 1e3, 50.0, 1e-9, 300.0


def shot_noise_s3(matrix):
    variance = 2 * const.e * BAND * POWER * (matrix @ state)
    inverse = np.linalg.inv(matrix)
    return np.sqrt(inverse[3]**2 @ variance) / POWER


volt = POWER * cur[0] * LOAD
leak = LEAK * np.expm1(volt * const.e / (const.k * TEMP)) / (POWER * cur[0])


def row(values, fmt="9.5f"):
    return " ".join(format(v + 0.0, fmt) for v in values)


print(f"wavelength {WAVELENGTH} nm, incidence {THETA} deg")
print(f"index Si {N_SI.real} + {N_SI.imag}i, oxide {N_OXIDE} (rough)")
print(f"oxide: D0-D2 {OXIDE} nm, D3 {QUARTER:.1f} nm")
print(f"responsivity per absorbed W: {RESP:.4f} A/W")
print(f"Rp {abs(rp)**2:.5f}, Rs {abs(rs)**2:.5f}")
print(f"psi {np.degrees(np.arctan(abs(rp / rs))):.3f} deg, "
      f"Delta {np.degrees(delta):.3f} deg")
print(f"(Rp-Rs)/2 = {(abs(rp)**2 - abs(rs)**2) / 2:.5f}")
print(f"Rp*Rs = {abs(rp * rs)**2:.6f}, sqrt = {abs(rp * rs):.5f}")
print(f"sin Delta = {np.sin(delta):.5f}, T3 = {t_last:.5f}")
print("A, common plane (A/W), rows D0..D3, columns S0..S3:")
for line in flat:
    print("  " + row(np.where(abs(line) < 1e-12, 0, line)))
print("A, both turns 45 deg (A/W):")
for line in turned:
    print("  " + row(np.where(abs(line) < 1e-12, 0, line)))
print("singular values, common plane (A/W):")
print("  " + row(np.linalg.svd(flat, compute_uv=False), "10.2e"))
print("singular values, turned (A/W):")
print("  " + row(np.linalg.svd(turned, compute_uv=False), "10.3e"))
print(f"det A traced  {det_trace:.6e} (A/W)^4")
print(f"det A formula {det_closed:.6e} (A/W)^4")
for angle, value in cond.items():
    print(f"condition number, both turns {angle} deg: {value:.4g}")
print(f"bare Si as D1: Delta1 {np.degrees(np.angle(bare_rp / bare_rs)):.3f} deg, "
      f"condition {np.linalg.cond(bare):.4g}")
print("state S:", row(state, ".2f"), " twin:", row(twin, ".2f"))
print("currents at 1 mW (uA), D0..D3:")
print("  common plane, S   ", row(1e3 * cur_flat, "8.3f"))
print("  common plane, twin", row(1e3 * cur_flat_twin, "8.3f"))
print("  turned, S         ", row(1e3 * cur, "8.3f"))
print("  turned, twin      ", row(1e3 * cur_twin, "8.3f"))
print("recovered S:", row(recovered, ".6f"))
print("largest error of normalized Stokes vector from:")
print(f"  oxide 1 nm thicker on D0-D2: {stokes_error(thicker):.4f}")
print(f"  10 K warming (index of Si only): {stokes_error(warm):.5f}")
print(f"  beam tilted 0.1 deg: {stokes_error(tilted_beam):.4f}")
print(f"  gain of D1 up 0.1 percent: {stokes_error(gain):.5f}")
print(f"  D3 tilted 5 deg: {stokes_error(tilted_last):.5f}")
print(f"det A change, D3 tilted 5 deg: {np.linalg.det(tilted_last) / det_trace - 1:.2e}")
print(f"reflectance of D3 (light sent back if untilted): {1 - t_last:.4f}")
print(f"shot noise of S3/S0, 1 mW, 1 kHz, 45 deg: {shot_noise_s3(turned):.2e}")
print(f"same with turns of 1 deg: {shot_noise_s3(device(1, 1)):.2e}")
print(f"D0 voltage on 50 ohm {1e3 * volt:.2f} mV, leak/current {leak:.1e}")
print("  (rough 1 nA saturation current, 300 K)")
print(f"absorption depth in Si: {WAVELENGTH / (4 * np.pi * N_SI.imag) / 1e3:.2f} um")
print("every check passed")
```

Printed output:

```
wavelength 632.8 nm, incidence 70.0 deg
index Si 3.88 + 0.02i, oxide 1.46 (rough)
oxide: D0-D2 50.0 nm, D3 108.4 nm
responsivity per absorbed W: 0.5104 A/W
Rp 0.11075, Rs 0.62119
psi 22.892 deg, Delta -95.640 deg
(Rp-Rs)/2 = -0.25522
Rp*Rs = 0.068798, sqrt = 0.26229
sin Delta = -0.99516, T3 = 0.91540
A, common plane (A/W), rows D0..D3, columns S0..S3:
    0.32360   0.13026   0.00000   0.00000
    0.08518  -0.03492   0.00000   0.00000
    0.04009  -0.03452   0.00000   0.00000
    0.05631  -0.05568   0.00000   0.00000
A, both turns 45 deg (A/W):
    0.32360   0.13026   0.00000   0.00000
    0.11843  -0.08259  -0.00336  -0.03400
    0.04248  -0.02900  -0.00675   0.02243
    0.02369  -0.01710   0.00925   0.01059
singular values, common plane (A/W):
    3.58e-01   1.05e-01   9.22e-18   4.70e-35
singular values, turned (A/W):
   3.607e-01  1.282e-01  3.527e-02  1.137e-02
det A traced  1.854475e-05 (A/W)^4
det A formula 1.854475e-05 (A/W)^4
condition number, both turns 45 deg: 31.74
condition number, both turns 10 deg: 88.39
condition number, both turns 1 deg: 872.1
condition number, both turns 0.1 deg: 8720
condition number, both turns 0.01 deg: 8.72e+04
bare Si as D1: Delta1 -179.188 deg, condition 4413
state S: 1.00 0.48 0.60 0.64  twin: 1.00 0.48 -0.60 -0.64
currents at 1 mW (uA), D0..D3:
  common plane, S     386.125   68.423   23.517   29.588
  common plane, twin  386.125   68.423   23.517   29.588
  turned, S           386.125   55.010   38.876   27.806
  turned, twin        386.125  102.561   18.256    3.153
recovered S: 1.000000 0.480000 0.600000 0.640000
largest error of normalized Stokes vector from:
  oxide 1 nm thicker on D0-D2: 0.0392
  10 K warming (index of Si only): 0.00656
  beam tilted 0.1 deg: 0.0281
  gain of D1 up 0.1 percent: 0.00224
  D3 tilted 5 deg: 0.00041
det A change, D3 tilted 5 deg: 1.70e-04
reflectance of D3 (light sent back if untilted): 0.0846
shot noise of S3/S0, 1 mW, 1 kHz, 45 deg: 3.12e-06
same with turns of 1 deg: 9.78e-05
D0 voltage on 50 ohm 19.31 mV, leak/current 2.9e-06
  (rough 1 nA saturation current, 300 K)
absorption depth in Si: 2.52 um
every check passed
```
